The Radial Hartree Potential and the One-Centre Hartree Energy in PAW

**1. Definitions and conventions**

Hartree atomic units are used. The electron number density n(r,Ω) is described around one nucleus, with r the distance from it and Ω the direction. L stands for the pair (l,m), and Y_L is a real spherical harmonic. Two properties of these functions are needed:

∫ Y_L Y_L' dΩ = δ_LL'

∇²[f(r) Y_L] = [ (1/r) d²(r f)/dr² − l(l+1) f/r² ] Y_L

The density and its components are

n(r,Ω) = Σ_L n_L(r) Y_L(Ω),  n_L(r) = ∫ Y_L n dΩ

The sum over L is taken to be finite. Each n_L is bounded, piecewise continuous, and zero beyond a radius R. The case R = ∞ is allowed if n_L decays exponentially or faster.

The Hartree potential v is the potential energy of one electron in the classical repulsion of the density n. It obeys

∇²v = −4πn,  v → 0 at infinity

and is expanded as v = Σ_L v_L(r) Y_L. The Hartree energy is

E[n] = ½ ∫ n v d³r

The factor ½ is there because the integral counts each pair of charge elements twice. Attraction to the nucleus is a separate term and is not part of E.

In the projector augmented-wave (PAW) method a sphere of radius r_c surrounds the nucleus. A one-centre density is a density cut off at that sphere, so for it R = r_c. The multipole moments of the charge in the sphere are

Q_L = ∫₀^{r_c} r^(l+2) n_L dr

This is the integral of r^l Y_L n over the sphere: r² comes from the volume element and r^l from the multipole. Since Y_00 = 1/√(4π), the number of electrons in the sphere is √(4π) Q_00.

**2. Theorem**

(a) The components of the Hartree potential are

v_L(r) = 4π/(2l+1) [ r^−(l+1) ∫₀^r n_L(s) s^(l+2) ds + r^l ∫_r^R n_L(s) s^(1−l) ds ]

(b) The Hartree energy is a sum over L without cross terms:

E[n] = ½ Σ_L ∫₀^R r² n_L(r) v_L(r) dr

(c) Let n̄ be a second density that equals n outside the sphere and has the same moments Q_L inside it. Write E_s for the energy (b) of the charge inside the sphere alone, with R = r_c. Then

E[n] = E[n̄] + E_s[n] − E_s[n̄]

Part (c) is what makes one-centre energies useful. The energy of a smooth density n̄ is corrected by two radial calculations inside the sphere.

**3. Lemma 1: the radial equation**

For each L,

(1/r) d²(r v_L)/dr² − l(l+1) v_L/r² = −4π n_L

Proof. Insert both expansions in ∇²v = −4πn and use the Laplacian formula of section 1. Multiply by one Y_L and integrate over directions. Orthonormality leaves only the terms with that L. ∎

The first term can also be written v_L'' + 2v_L'/r, because (r v)'' = r v'' + 2v'.

**4. Lemma 2: the potential of a thin shell**

A shell at radius s with thickness ds and component n_L(s) produces

dv_L(r) = 4π/(2l+1) · n_L(s) ds · s^(l+2) r^−(l+1)  for r > s

dv_L(r) = 4π/(2l+1) · n_L(s) ds · s^(1−l) r^l  for r < s

Proof. Away from the shell the right side of the radial equation is zero. The trial function r^p gives

(1/r) d²(r^(p+1))/dr² = p(p+1) r^(p−2)

so p(p+1) = l(l+1), with the roots p = l and p = −(l+1). Inside the shell r^−(l+1) is excluded, since it diverges at the origin and would describe a point charge or point multipole there. Outside, r^l is excluded, since it does not vanish at infinity. Hence

dv_L = A r^l for r < s,  dv_L = B r^−(l+1) for r > s

The potential is continuous at s. A jump would put the derivative of a delta function into v'', and the right side contains nothing to balance it. Continuity gives

B = A s^(2l+1)

Now integrate v'' + 2v'/r − l(l+1)v/r² = −4πn_L across the shell. The second and third terms are finite and contribute nothing as the thickness goes to zero. The slope therefore jumps by

v'(s⁺) − v'(s⁻) = −4π n_L(s) ds

The two slopes are

v'(s⁺) = −(l+1) B s^(−l−2) = −(l+1) A s^(l−1)

v'(s⁻) = l A s^(l−1)

Their difference is −(2l+1) A s^(l−1), so

A = 4π/(2l+1) · n_L(s) ds · s^(1−l)

B = A s^(2l+1) = 4π/(2l+1) · n_L(s) ds · s^(l+2)

These are the stated results. ∎

**5. Proof of part (a)**

The equation is linear, so the shells add. At radius r, shells with s < r contribute their outer form and shells with s > r their inner form. The sum is the formula in (a).

Direct differentiation confirms it. Write K = 4π/(2l+1) and

I(r) = ∫₀^r n_L s^(l+2) ds,  I' = n_L r^(l+2)

J(r) = ∫_r^R n_L s^(1−l) ds,  J' = −n_L r^(1−l)

The minus sign in J' arises because r is the lower limit. With v_L = K[r^−(l+1) I + r^l J],

v_L' = K[ −(l+1) r^(−l−2) I + l r^(l−1) J + n_L r − n_L r ]

The last two terms cancel. Differentiating again,

v_L'' = K[ (l+1)(l+2) r^(−l−3) I + l(l−1) r^(l−2) J − (l+1) n_L − l n_L ]

The density terms add to −K(2l+1) n_L = −4πn_L. In v_L'' + 2v_L'/r the coefficient of r^(−l−3) I is (l+1)(l+2) − 2(l+1) = l(l+1). That of r^(l−2) J is l(l−1) + 2l = l(l+1). Therefore

v_L'' + 2v_L'/r = l(l+1) v_L/r² − 4π n_L

which is the radial equation. Where n_L jumps, v_L and v_L' remain continuous and the equation holds on either side.

The boundary conditions also hold. Let |n_L| ≤ M. Near the origin the first term of v_L is at most K M r²/(l+3). In the second term, r^l s^(1−l) ≤ s because s ≥ r, so it is at most K ∫_r^R s|n_L| ds, which is finite. The same bound shows that the second term vanishes as r → ∞, while the first falls as r^−(l+1).

The solution is unique. Two solutions of the radial equation differ by a combination of r^l and r^−(l+1). Finiteness at the origin removes the second, and decay at infinity removes the first. ∎

Remark (outside the charge). For r ≥ R the second integral is zero, and v_L = K r^−(l+1) ∫₀^R n_L s^(l+2) ds. A charge confined to the sphere is thus felt outside through its moments Q_L alone. If they all vanish, so does its outside potential.

**6. Proof of part (b)**

Insert both expansions in the energy, with d³r = r² dr dΩ:

E = ½ Σ_L Σ_L' ∫₀^R r² n_L v_L' dr ∫ Y_L Y_L' dΩ

Here v_L' is the component with index L', not a derivative. The angular integral is δ_LL', which removes every term with L' ≠ L and leaves (b). ∎

Remark (a case done by hand). Take N electrons spread uniformly, with density n₀, in a ball of radius R. Then n_00 = √(4π) n₀, and (a) gives

v = v_00 Y_00 = 4πn₀ [ r²/3 + (R² − r²)/2 ] = 4πn₀ (R²/2 − r²/6)

E = ½ · 16π² n₀² ∫₀^R r² (R²/2 − r²/6) dr = ½ · 16π² n₀² R⁵ (1/6 − 1/30) = 16π² n₀² R⁵/15

Since 4πn₀ = 3N/R³, this is E = 3N²/(5R), the electrostatic energy of a uniform ball.

Remark (sign). Each L contributes a non-negative energy, whatever the sign of n_L. Multiply the radial equation by r² v_L and integrate from 0 to ∞, using r²v'' + 2rv' = (r²v')' and one integration by parts:

4π ∫ r² n_L v_L dr = ∫ [ r² (dv_L/dr)² + l(l+1) v_L² ] dr

The boundary term r² v_L dv_L/dr vanishes at both ends. The right side cannot be negative.

**7. Lemma 3: interaction of the sphere with outside charge**

For two densities f and h define

W[f,h] = Σ_L ∫ r² f_L v_L[h] dr

where v_L[h] is the potential of h. With r_< and r_> the smaller and larger of r and s, part (a) reads

v_L[h](r) = 4π/(2l+1) ∫ s² h_L(s) r_<^l / r_>^(l+1) ds

The kernel is unchanged when r and s are exchanged, so W[f,h] = W[h,f]. Also E[n] = ½W[n,n].

Split n into n_in, inside the sphere, and n_out, outside it. Then

W[n_in, n_out] = Σ_L c_L Q_L,  c_L = 4π/(2l+1) ∫_{r_c}^∞ n_L(s) s^(1−l) ds

Proof. For r < r_c all charge of n_out lies at s > r. The first integral in (a) is zero, and the second has the fixed lower limit r_c. Hence v_L[n_out] = c_L r^l, and

∫₀^{r_c} r² n_L c_L r^l dr = c_L Q_L ∎

**8. Proof of part (c)**

By the symmetry of W,

E[n] = E_s[n] + Σ_L c_L Q_L + E[n_out]

The density n̄ has the same outside part, hence the same c_L and E[n_out], and by assumption the same Q_L:

E[n̄] = E_s[n̄] + Σ_L c_L Q_L + E[n_out]

Subtracting the second line from the first gives (c). ∎

Remark (compensation charges). Suppose a smooth density ñ equals n outside the sphere but has moments Q̃_L inside. The moments are repaired by adding, for each L, a compensation charge:

n̄_L = ñ_L + (Q_L − Q̃_L) g_l,  ∫₀^{r_c} r^(l+2) g_l dr = 1

Here g_l is zero outside the sphere. If this charge is left out, the subtraction in section 8 no longer cancels the cross terms, and

E[n] − { E[ñ] + E_s[n] − E_s[ñ] } = Σ_L c_L (Q_L − Q̃_L)

The same expression, restricted to the omitted L, gives the error when compensation stops at some largest l.

Remark (several atoms). Let δ = n − n̄ be confined to non-overlapping spheres, with zero moments about each centre. By the remark in section 5, the part of δ in one sphere produces no potential outside that sphere. It does not interact with charge elsewhere, so the corrections E_s[n] − E_s[n̄] of the separate spheres add. If spheres overlap, this argument fails.

Remark (nuclei and partial waves). A full PAW calculation includes the nuclear charge in the moments to be matched; here the electrons are treated alone. It also builds one-centre densities n¹ and ñ¹ from a finite set of partial waves, represents the density as ñ + n¹ − ñ¹, and takes the sphere energies of n¹ and of ñ¹ + n̂, where n̂ is the compensation charge. Let δ = n¹ − ñ¹ − n̂, which is confined to the sphere and has zero moments. The Hartree energy of the represented density is E[ñ + n̂] + W[ñ + n̂, δ] + ½W[δ,δ], whereas E_s[n¹] − E_s[ñ¹ + n̂] = W[ñ¹ + n̂, δ] + ½W[δ,δ]. The expression E[ñ + n̂] + E_s[n¹] − E_s[ñ¹ + n̂] therefore omits W[ñ − ñ¹, δ], in which only the part of ñ − ñ¹ inside the sphere counts. It coincides with (c) when ñ¹ = ñ inside the sphere; otherwise this term is an error in addition to any error of the represented density.

**9. Worked example: the chlorine atom**

The density comes from an unrestricted Hartree–Fock calculation in the cc-pVDZ basis, with the hole in the 3p shell along z. It is symmetric about z, so m = 0, and even under inversion, so l is even. The basis extends to d functions, and a product of two of them reaches l = 4. The components are therefore l = 0, 2 and 4. The sphere radius is r_c = 1.5 bohr. Decimals are kept to make the arithmetic visible; they do not measure the accuracy of this level of theory. The values are not converged in the basis. In aug-cc-pVQZ the Hartree energy is 202.923 instead of 202.988 hartree (1.8 eV lower), its l = 2 part is 0.0159 instead of 0.0194 hartree, its l = 4 part is 1.6 × 10⁻⁶ instead of 7.1 × 10⁻⁸ hartree, Q_20 is −0.111 instead of −0.121, v_20 at r_c is −0.181 instead of −0.200 hartree, and the energy missing without compensation is 18.69 instead of 18.76 hartree. A basis with f functions also gives a very small l = 6 component, so the stop at l = 4 is a property of the basis.

*The potential at r_c.* The moments are Q_00 = 3.64575 and Q_20 = −0.12087 in atomic units. The sphere holds √(4π) × 3.64575 = 12.92 of the 17 electrons. For l = 0 the two terms of (a) are

inner: 4π × 3.64575/1.5 = 30.543 hartree

outer: c_00 = 6.950 hartree

so v_00 = 37.493 hartree. The spherical average of the potential is v_00/√(4π) = 10.58 hartree. For l = 2, with c_20 = −0.04904,

inner: (4π/5) × (−0.12087)/1.5³ = −0.0900 hartree

outer: −0.04904 × 1.5² = −0.1103 hartree

so v_20 = −0.2003 hartree. Since Y_20 is 0.6308 on the z axis and −0.3154 in the plane perpendicular to it, this component lowers the repulsion by 0.126 hartree on the axis and raises it by 0.063 hartree in the plane. The missing 3p electron is along z, so the repulsion is weaker there.

*The energy by l.* For the whole atom (b) gives

l = 0: 202.96881 hartree

l = 2: 0.01944 hartree

l = 4: 7.1 × 10⁻⁸ hartree

The sum is 202.988 hartree, or 5523.6 eV. The l = 2 part is about 1 part in 10⁴ of it, and is positive although Q_20 is negative, as section 6 requires.

*The smooth density.* Inside the sphere take ñ_L = r^l (a + b r²), with a and b chosen to match the value and slope of n_L at r_c. This is an illustrative choice, not a published PAW data set. For l = 0, a = 1.26407 and b = −0.31311 in atomic units, so

Q̃_00 = a r_c³/3 + b r_c⁵/5 = 1.4221 − 0.4755 = 0.9466

The compensation charge must supply Q_00 − Q̃_00 = 2.6992, which is 9.57 electrons. Its shape is g_l ∝ r^l (1 − r²/r_c²)².

The l = 0 sphere energies are 174.169 hartree for the true density and 84.382 hartree for the compensated one, a correction of 89.787 hartree. For l = 2 the correction is 3.2 × 10⁻⁵ hartree, and for l = 4 it is smaller still. The compensated smooth density of the whole atom has the energy 113.201 hartree. Part (c) then gives

113.201 + 89.787 = 202.988 hartree

in agreement with the direct result. The correction equals 2443.2 eV. Its size depends on the chosen ñ and g_l and is not a property of the atom: with g_0 ∝ (1 − r²/r_c²)⁴ the l = 0 correction is 77.69 hartree and the l = 0 smooth energy 125.27 hartree, and only their sum, 202.969 hartree, is unchanged.

*Without compensation.* The predicted missing energy is

l = 0: 6.95023 × 2.6992 = 18.760 hartree

l = 2: (−0.04904) × (−0.12087 + 0.10343) = 0.0009 hartree

where Q̃_20 = −0.10343. The total is 18.761 hartree, equal to the defect found numerically. It is about 9 per cent of the Hartree energy.

The numerical check compares the radial potentials and the total energy with analytic Gaussian integrals, and obtains the smooth energy separately from Fourier–Bessel transforms.

Values computed for the example and the checks

```
Chlorine atom, UHF/cc-pVDZ, hole along z; all m = 0
electrons from n_00: 17.000000
sphere radius r_c: 1.5 bohr
r=0.5 bohr, l=0: inner term 56.47540, outer term 27.99081 hartree
  v_L: radial 84.46621, Gaussian integrals 84.46621 hartree
r=0.5 bohr, l=2: inner term -0.01094, outer term -0.05241 hartree
  v_L: radial -0.06336, Gaussian integrals -0.06336 hartree
r=0.5 bohr, l=4: inner term 1.1678e-06, outer term 2.0427e-05 hartree
  v_L: radial 2.1595e-05, Gaussian integrals 2.1595e-05 hartree
r=1.5 bohr, l=0: inner term 30.54255, outer term 6.95023 hartree
  v_L: radial 37.49278, Gaussian integrals 37.49278 hartree
r=1.5 bohr, l=2: inner term -0.09001, outer term -0.11034 hartree
  v_L: radial -0.20035, Gaussian integrals -0.20035 hartree
r=1.5 bohr, l=4: inner term 1.2014e-04, outer term 1.5010e-04 hartree
  v_L: radial 2.7025e-04, Gaussian integrals 2.7025e-04 hartree
l=0: whole-atom Hartree energy 202.96881 hartree
  smooth density a=1.26407, b=-0.31311 atomic units
  moments: true Q=3.64575, smooth Q=0.94655 atomic units
  outside-charge coefficient c=6.95023 atomic units
  sphere energy: true 174.16882, compensated 84.38180 hartree
  one-centre correction 89.78702 hartree
  smooth energy, Fourier-Bessel 113.18179 hartree
l=2: whole-atom Hartree energy 0.01944 hartree
  smooth density a=-0.08833, b=0.02626 atomic units
  moments: true Q=-0.12087, smooth Q=-0.10343 atomic units
  outside-charge coefficient c=-0.04904 atomic units
  sphere energy: true 4.9341e-03, compensated 4.9019e-03 hartree
  one-centre correction 3.2191e-05 hartree
  smooth energy, Fourier-Bessel 0.01941 hartree
l=4: whole-atom Hartree energy 7.0983e-08 hartree
  smooth density a=1.8857e-04, b=-6.1158e-05 atomic units
  moments: true Q=6.5341e-04, smooth Q=5.6723e-04 atomic units
  outside-charge coefficient c=2.9650e-05 atomic units
  sphere energy: true 1.8945e-08, compensated 1.8367e-08 hartree
  one-centre correction 5.7877e-10 hartree
  smooth energy, Fourier-Bessel 7.0404e-08 hartree
sum over l, radial formula: 202.98825 hartree
total from Gaussian integrals: 202.98825 hartree
total in eV: 5523.59 eV
smooth energy, all l: 113.20120 hartree
one-centre correction, all l: 89.78705 hartree
correction in eV: 2443.23 eV
smooth energy plus correction: 202.98825 hartree
energy missing without compensation: 18.76089 hartree
predicted missing energy: 18.76089 hartree
```
